# Why a Hot, Strongly Coupled Defect Emission Band Broadens as √T: a numerical check

```python
"""
Result under test: a defect emission band with linear coupling to a harmonic
mode has line-shape variance
    var_E = S (hbar w)^2 coth(hbar w / 2kT)  ->  2 k T E_rel   (high T),
so its width grows as sqrt(T), because var_Q = (hbar/2w) coth(hbar w / 2kT)
becomes k T / w^2 and the gap between the wells is linear in Q.

Symbols: Q mass-weighted coordinate from the excited minimum (amu^1/2 A),
w angular frequency, S Huang-Rhys factor, E_rel = S hbar w relaxation energy,
x = hbar w / 2kT. Energies are in meV. Line lists come from diagonalizing both
wells on a grid; they do not use the formulas under test.
"""
import numpy as np
from scipy.constants import hbar, k, e, atomic_mass, angstrom
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq

MEV = 1e-3 * e
KB = k / MEV                                        # meV/K
KIN = hbar**2 / (atomic_mass * angstrom**2) / MEV   # hbar^2/(amu A^2), meV
GAUSS = 2 * np.sqrt(2 * np.log(2))                  # FWHM / sigma, Gaussian

# Kinetic energy on a uniform grid (sinc functions)
STEP = 0.04
index = np.arange(-250, 251)
Q = STEP * index
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
T_MATRIX = KIN / (2 * STEP**2) * np.where(
    diff == 0, np.pi**2 / 3, 2 * sign / safe**2)


def stiffness(quantum):
    """Second derivative of a well with the given phonon energy."""
    return quantum**2 / KIN


def make_band(v_excited, v_ground):
    """Levels of both wells and all squared overlaps."""
    e_exc, u_exc = eigh(T_MATRIX + np.diag(v_excited))
    e_gnd, u_gnd = eigh(T_MATRIX + np.diag(v_ground))
    return e_exc, u_exc, e_gnd, (u_exc.T @ u_gnd)**2


def harmonic_band(q_exc, q_gnd, shift, e_min):
    return make_band(e_min + 0.5 * stiffness(q_exc) * Q**2,
                     0.5 * stiffness(q_gnd) * (Q - shift)**2)


def populations(levels, temp):
    p = np.exp(-(levels - levels[0]) / (KB * temp))
    return p / p.sum()


def line_moments(band, temp, photon_power=0):
    """Mean, variance, third central moment of the explicit line list."""
    e_exc, _, e_gnd, overlap2 = band
    photon = e_exc[:, None] - e_gnd[None, :]
    weight = populations(e_exc, temp)[:, None] * overlap2
    if photon_power:
        weight = weight * np.clip(photon, 0, None)**photon_power
    weight = weight / weight.sum()
    mean = np.sum(weight * photon)
    dev = photon - mean
    return mean, np.sum(weight * dev**2), np.sum(weight * dev**3)


def coordinate_variance(band, temp):
    density = band[1]**2 @ populations(band[0], temp)
    mean = density @ Q
    return density @ (Q - mean)**2


def quanta_weights(band, temp):
    """Line weight against the net number of phonons emitted."""
    weight = populations(band[0], temp)[:, None] * band[3]
    size = len(Q)
    net = np.arange(size)[None, :] - np.arange(size)[:, None]
    total = np.bincount((net + size - 1).ravel(), weights=weight.ravel())
    return np.arange(-size + 1, size), total


def envelope_fwhm(band, temp, quantum):
    """Half-maximum width of the smooth envelope through the lines."""
    net, weight = quanta_weights(band, temp)
    curve = CubicSpline(net, weight)
    keep = net[weight > 1e-3 * weight.max()]
    fine = np.arange(keep[0], keep[-1], 0.001)
    values = curve(fine)
    above = fine[values >= 0.5 * values.max()]
    return (above[-1] - above[0]) * quantum


def coth_x(quantum, temp):
    return 1 / np.tanh(quantum / (2 * KB * temp))


# Example inputs: rough values in the regime of the GaN yellow band
quantum, shift, e_min = 40.0, 1.6, 2600.0
huang_rhys = quantum * shift**2 / (2 * KIN)
e_rel = huang_rhys * quantum
slope = stiffness(quantum) * shift
band = harmonic_band(quantum, quantum, shift, e_min)


def sigma_formula(temp):
    return np.sqrt(huang_rhys * quantum**2 * coth_x(quantum, temp))


def exponent_formula(temp):
    x = quantum / (2 * KB * temp)
    return x / np.sinh(2 * x)


def local_exponent(variance, temp):
    """d ln(width) / d ln(T) by central difference."""
    up, down = variance(temp * 1.01), variance(temp / 1.01)
    return 0.5 * np.log(up / down) / (2 * np.log(1.01))


print(f"phonon energy = {quantum:.1f} meV")
print(f"well displacement = {shift:.2f} amu^1/2 A")
print(f"energy difference of minima = {e_min/1000:.3f} eV")
print(f"Huang-Rhys factor S = {huang_rhys:.2f}")
print(f"relaxation energy = {e_rel:.1f} meV")
print(f"gap slope = {slope:.1f} meV/(amu^1/2 A)")
print(f"T at which x = 1: {quantum/(2*KB):.0f} K")

# Thermal coordinate, line moments, envelope width and local exponent
for temp in (10.0, 300.0, 600.0):
    mean, var, third = line_moments(band, temp)
    var_q = coordinate_variance(band, temp)
    c = coth_x(quantum, temp)
    assert np.isclose(var_q, KIN / (2 * quantum) * c, rtol=1e-6)
    assert np.isclose(mean, e_min - e_rel, rtol=1e-7)
    assert np.isclose(np.sqrt(var), sigma_formula(temp), rtol=1e-6)
    assert np.isclose(third, -huang_rhys * quantum**3, rtol=1e-4)
    fwhm = envelope_fwhm(band, temp, quantum)
    # the finite S leaves the band slightly non-Gaussian
    assert abs(fwhm / (GAUSS * sigma_formula(temp)) - 1) < 0.01
    slope_num = local_exponent(lambda t: line_moments(band, t)[1], temp)
    assert abs(slope_num - exponent_formula(temp)) < 1e-3
    root_law = GAUSS * np.sqrt(2 * KB * temp * e_rel)
    tag = f"{temp:.0f} K:"
    print(f"{tag} kT = {KB*temp:.2f} meV, coth x = {c:.4f}")
    print(f"{tag} rms displacement = {np.sqrt(var_q):.4f} amu^1/2 A")
    print(f"{tag} sigma_E from lines = {np.sqrt(var):.1f} meV")
    print(f"{tag} FWHM, Gaussian formula = {GAUSS*sigma_formula(temp):.1f} meV")
    print(f"{tag} FWHM, line envelope = {fwhm:.1f} meV")
    print(f"{tag} FWHM, sqrt(T) law = {root_law:.1f} meV")
    print(f"{tag} local exponent = {slope_num:.3f}")
    print(f"{tag} skewness = {third/var**1.5:.3f}")
print(f"mean photon energy = {mean/1000:.3f} eV")

# Approach to the limit
x_small = 0.2
ratio_small = np.sqrt(x_small / np.tanh(x_small))
assert abs(ratio_small - 1 - x_small**2 / 6) < x_small**4 / 30
for percent in (5, 1):
    x_lim = brentq(lambda x: np.sqrt(x / np.tanh(x)) - 1 - percent / 100,
                   1e-3, 5)
    t_lim = quantum / (2 * KB * x_lim)
    print(f"exact width {percent}% above sqrt(T) law at {t_lim:.0f} K")

# Formal high-temperature limit, and the same linear gap with quartic wells
quartic = 100.0 * Q**4
quartic_band = make_band(quartic, quartic - slope * Q)


def formal_exponent(some_band):
    low, high = (line_moments(some_band, t)[1] for t in (1200.0, 2400.0))
    return 0.5 * np.log(high / low) / np.log(2)


exp_harm, exp_quart = formal_exponent(band), formal_exponent(quartic_band)
# tolerances cover the quantum corrections that remain at 1200 K
assert abs(exp_harm - 0.5) < 0.01
assert abs(exp_quart - 0.25) < 0.02
var_q_hot = coordinate_variance(band, 2400.0)
assert np.isclose(var_q_hot, KB * 2400 / stiffness(quantum), rtol=0.01)
print(f"exponent 1200-2400 K, harmonic wells = {exp_harm:.3f}")
print(f"exponent 1200-2400 K, quartic wells = {exp_quart:.3f}")

# Two modes that share the same total relaxation energy equally
mode_quanta = (30.0, 90.0)
mode_bands = [harmonic_band(q, q, np.sqrt(e_rel / stiffness(q)), 0.0)
              for q in mode_quanta]


def two_mode_variance(temp):
    (n1, w1), (n2, w2) = (quanta_weights(b, temp) for b in mode_bands)
    energy = -(n1[:, None] * mode_quanta[0] + n2[None, :] * mode_quanta[1])
    weight = np.outer(w1, w2)
    mean = np.sum(weight * energy)
    return np.sum(weight * (energy - mean)**2)


for temp in (300.0, 600.0):
    expected = sum(0.5 * e_rel * q * coth_x(q, temp) for q in mode_quanta)
    assert np.isclose(two_mode_variance(temp), expected, rtol=1e-5)
# remaining difference: quantum correction of the stiffer mode
assert np.isclose(two_mode_variance(2400.0), 2 * KB * 2400 * e_rel, rtol=0.02)

# Neglected effects for the example
soft_quantum = 36.0
soft_band = harmonic_band(soft_quantum, quantum, shift, e_min)
k_exc, k_gnd = stiffness(soft_quantum), stiffness(quantum)
print(f"softer excited well: phonon energy = {soft_quantum:.1f} meV")
print(f"two-mode case: {mode_quanta[0]:.0f} and {mode_quanta[1]:.0f} meV")


def electron_variance(temp):
    """Energy variance of nondegenerate electrons in a parabolic band."""
    # energy = kT s^2 removes the square-root edge from the integrals
    norm, m1, m2 = (quad(lambda s: s**(2 + 2 * j) * np.exp(-s * s), 0, 12)[0]
                    for j in range(3))
    return (KB * temp)**2 * (m2 / norm - (m1 / norm)**2)


for temp in (300.0, 600.0):
    base = line_moments(band, temp)[1]
    soft = line_moments(soft_band, temp)[1]
    var_q = KIN / (2 * soft_quantum) * coth_x(soft_quantum, temp)
    linear = (k_gnd * shift)**2 * var_q
    quadratic = 0.5 * (k_exc - k_gnd)**2 * var_q**2
    assert np.isclose(soft, linear + quadratic, rtol=1e-6)
    assert abs(soft - linear - quadratic) < 0.01 * quadratic
    cubed = line_moments(band, temp, photon_power=3)[1]
    electrons = electron_variance(temp)
    assert np.isclose(electrons, 1.5 * (KB * temp)**2, rtol=1e-6)
    apparent = local_exponent(
        lambda t: line_moments(band, t)[1] + electron_variance(t), temp)

    def change(variance):
        return 100 * (np.sqrt(variance / base) - 1)

    tag = f"{temp:.0f} K, sigma change,"
    print(f"{tag} softer excited well: {change(soft):+.1f} %")
    print(f"{tag} photon energy cubed: {change(cubed):+.1f} %")
    print(f"{tag} two modes: {change(two_mode_variance(temp)):+.1f} %")
    print(f"{tag} free electrons: {change(base + electrons):+.1f} %")
    print(f"{temp:.0f} K, quadratic share of variance: "
          f"{100*quadratic/soft:.3f} %")
    print(f"{temp:.0f} K, exponent with free electrons: {apparent:.3f}")

print("all good")
```

Running it gives:

```
phonon energy = 40.0 meV
well displacement = 1.60 amu^1/2 A
energy difference of minima = 2.600 eV
Huang-Rhys factor S = 12.25
relaxation energy = 489.9 meV
gap slope = 612.4 meV/(amu^1/2 A)
T at which x = 1: 232 K
10 K: kT = 0.86 meV, coth x = 1.0000
10 K: rms displacement = 0.2286 amu^1/2 A
10 K: sigma_E from lines = 140.0 meV
10 K: FWHM, Gaussian formula = 329.7 meV
10 K: FWHM, line envelope = 329.2 meV
10 K: FWHM, sqrt(T) law = 68.4 meV
10 K: local exponent = 0.000
10 K: skewness = -0.286
300 K: kT = 25.85 meV, coth x = 1.5407
300 K: rms displacement = 0.2837 amu^1/2 A
300 K: sigma_E from lines = 173.8 meV
300 K: FWHM, Gaussian formula = 409.2 meV
300 K: FWHM, line envelope = 406.6 meV
300 K: FWHM, sqrt(T) law = 374.8 meV
300 K: local exponent = 0.345
300 K: skewness = -0.149
600 K: kT = 51.70 meV, coth x = 2.7129
600 K: rms displacement = 0.3765 amu^1/2 A
600 K: sigma_E from lines = 230.6 meV
600 K: FWHM, Gaussian formula = 543.0 meV
600 K: FWHM, line envelope = 540.2 meV
600 K: FWHM, sqrt(T) law = 530.0 meV
600 K: local exponent = 0.453
600 K: skewness = -0.064
mean photon energy = 2.110 eV
exact width 5% above sqrt(T) law at 414 K
exact width 1% above sqrt(T) law at 943 K
exponent 1200-2400 K, harmonic wells = 0.493
exponent 1200-2400 K, quartic wells = 0.249
softer excited well: phonon energy = 36.0 meV
two-mode case: 30 and 90 meV
300 K, sigma change, softer excited well: +9.5 %
300 K, sigma change, photon energy cubed: -2.7 %
300 K, sigma change, two modes: +11.4 %
300 K, sigma change, free electrons: +1.6 %
300 K, quadratic share of variance: 0.068 %
300 K, exponent with free electrons: 0.366
600 K, sigma change, softer excited well: +10.7 %
600 K, sigma change, photon energy cubed: -2.6 %
600 K, sigma change, two modes: +4.0 %
600 K, sigma change, free electrons: +3.7 %
600 K, quadratic share of variance: 0.122 %
600 K, exponent with free electrons: 0.492
all good
```
